Uniform Stability of a Negative-Curvature Ferroelectric in Series with a Dielectric

**1. The question**

A ferroelectric film between two metal plates held at zero voltage does not stay unpolarized. The state P = 0 lies at the top of an energy barrier, and a small fluctuation carries the film to one of its two polarized states. If a dielectric layer is inserted between the film and one plate, polarization leaves bound charge at the inner interface, and the field of that charge opposes further polarization. A thick enough dielectric can therefore hold the film on its barrier. There the film responds as a capacitor of negative capacitance, and the stack can store more charge per volt than the dielectric alone.

A natural criterion is that the total inverse capacitance per area be positive. This is necessary for linear stability at fixed voltage, but not sufficient. A second inequality is needed even for uniform changes, and a film that satisfies both may still break into domains.

**2. Model and equilibrium**

The ferroelectric has thickness t_f and the dielectric t_d. The polarization P points along the film normal and has the Landau energy density

u(P) = aP²/2 + bP⁴/4, a < 0, b > 0. (1)

P is the switchable part of the polarization; the remaining linear response of the film is a background permittivity ε_b. The dielectric has permittivity ε_d. The electrodes are ideal, and the inner interface carries no free charge. Let Q be the electrode charge per area, so that the displacement is D = Q in both layers. The fields are

E_f = (Q − P)/(ε₀ε_b), E_d = Q/(ε₀ε_d). (2)

Define two positive inverse capacitances per area,

k_b = t_f/(ε₀ε_b), k_d = t_d/(ε₀ε_d) = 1/C_d. (3)

The field energy of the film is t_f ε₀ε_b E_f²/2 = k_b(Q − P)²/2, and that of the dielectric is k_d Q²/2. A source at voltage V does work QV, which is subtracted to give the potential that is minimal at fixed V:

G(P,Q) = t_f u(P) + k_b(Q − P)²/2 + k_d Q²/2 − QV. (4)

Setting both first derivatives to zero gives

t_f u′(P) = k_b(Q − P), (5)

V = k_b(Q − P) + k_d Q. (6)

By (2), the right side of (5) is t_f E_f, so (5) says E_f = u′(P). Equation (6) is the sum of the two voltage drops.

**3. The stability criterion**

Write s = t_f u″(P). A negative-curvature state has s < 0. The second derivatives of (4) form the matrix

H = [[s + k_b, −k_b], [−k_b, k_b + k_d]]. (7)

Linear stability means that H is positive definite: every small change of P and Q raises G at second order. For a symmetric 2×2 matrix this holds if and only if the first diagonal element and the determinant are positive. The determinant is

det H = (s + k_b)(k_b + k_d) − k_b²
= s(k_b + k_d) + k_b k_d. (8)

To relate it to capacitance, differentiate (5) along the equilibrium curve:

s dP = k_b(dQ − dP), hence dP/dQ = k_b/(s + k_b). (9)

The film voltage is V_f = t_f u′(P), so its inverse differential capacitance is

1/C_f = dV_f/dQ = s dP/dQ = k_b s/(s + k_b). (10)

Adding the dielectric gives

1/C = 1/C_f + k_d = [k_b s + k_d(s + k_b)]/(s + k_b) = det H/(s + k_b). (11)

The last step uses (8). The two conditions for positive definiteness are therefore

s + k_b > 0 and 1/C_f + 1/C_d > 0. (12)

A linearly stable state satisfies both, so its total inverse capacitance is positive. The converse needs the first inequality. If s < −k_b, numerator and denominator in (10) are both negative, so C_f is positive although the curvature is negative. The total is then positive too, yet H₁₁ < 0 and the state is unstable. In the limit ε_b → 0, k_b grows without bound, (10) reduces to 1/C_f = s, and the sign of the total decides alone.

The criterion was tested on 568 random negative-curvature stacks, with |a| from 0.5×10⁹ to 3×10⁹ m/F, ε_b from 5 to 120, film thicknesses from 3 to 15 nm and dielectrics from 0.3 to 5 nm; cases close to equality in either condition of (12) were left out. The lowest eigenvalue of the numerically differentiated energy agreed in sign with (12) every time. In 177 stacks the total was positive and the state unstable.

**4. One variable, and the critical thickness**

Since k_b + k_d > 0, G can be minimized over Q at fixed P. Equation (6) gives Q = (V + k_b P)/(k_b + k_d). Substitution in (4) leaves

G_r(P) = t_f u(P) + k_b P²/2 − (V + k_b P)²/[2(k_b + k_d)]
= t_f u(P) + κP²/2 − k_b VP/(k_b + k_d) − V²/[2(k_b + k_d)], (13)

where the coefficient of P²/2 is

κ = k_b − k_b²/(k_b + k_d) = k_b k_d/(k_b + k_d). (14)

The second derivative of (13) is the reduced stiffness

K = s + κ = det H/(k_b + k_d). (15)

The depolarizing field supplies κ, which must outweigh the negative s. Because κ < k_b, K > 0 implies s + k_b > 0. The single inequality K > 0 is thus equivalent to the pair (12).

At P = 0, s = −t_f|a|. The condition κ > t_f|a| becomes

k_b k_d > t_f|a|(k_b + k_d), or k_d(k_b − t_f|a|) > t_f|a|k_b. (16)

If ε₀ε_b|a| < 1, the bracket is positive and division gives t_d > t_d*, with

t_d* = ε₀ε_d t_f|a|/(1 − ε₀ε_b|a|). (17)

If ε₀ε_b|a| ≥ 1, no dielectric thickness suffices: the background screens the depolarizing field too well.

For P ≠ 0, u″ = a + 3bP² is larger than a. A stack with K > 0 at P = 0 therefore has K > 0 at every P. Its G_r is convex, and each voltage has one uniform state. For a thinner dielectric, put A = a + κ/t_f < 0. Stationarity of (13) reads

t_f(AP + bP³) = k_b V/(k_b + k_d). (18)

At V = 0 the nonzero solutions are the remanent states P = ±√(|A|/b). The left side has its extrema where A + 3bP² = 0, that is, at |P| = √(|A|/3b). Its magnitude there is t_f|P|(|A| − |A|/3). The loop folds at

V_fold = (1 + k_d/k_b) · 2t_f|A|^(3/2)/(3√(3b)). (19)

At A = 0 and V = 0, (13) becomes t_f bP⁴/4. The state P = 0 is then still a minimum, although 1/C = 0. This is why the criterion concerns linear stability. At a fold with P ≠ 0, the third derivative 6t_f bP does not vanish, so the marginal state is not a minimum.

**5. What the voltage source does**

If a rigidly uniform film is held at fixed Q, only P can vary, and H₁₁ = s + k_b > 0 suffices. The dielectric then seems irrelevant. A wide film has more freedom. Divide it into two equal halves under common electrodes, and let the changes be (p, r) in one half and (−p, −r) in the other, where p changes P and r changes Q. The total charge is unchanged, but the energy change per area is that of (7):

δ²G = [(s + k_b)p² − 2k_b pr + (k_b + k_d)r²]/2. (20)

It is positive for all p and r only if det H > 0. Disconnecting the source therefore does not remove the condition K > 0, provided charge can flow along the electrodes and the regions are wide enough for edge fields to be neglected.

The growth rate has an equally direct meaning. Let P obey the viscous law ρ dP/dt = E_f − u′(P), with ρ > 0. At V = 0, Q = k_b P/(k_b + k_d), so E_f = k_b(Q − P)/t_f = −κP/t_f. For small P,

dP/dt = −(κ/t_f + a)P/ρ = −KP/(ρt_f). (21)

Positive K gives decay and negative K gives growth.

**6. Stripes: a stronger demand**

Now let the change of polarization be p cos(qx), independent of the height z within the film, and add the gradient energy density g|∇P|²/2. The in-plane response is taken to be the same linear background ε_b. The bound charge at z = 0 touches the electrode and is screened there. At the inner interface z = t_f the bound charge is p cos(qx).

The change of potential vanishes on both electrodes and satisfies Laplace's equation inside each layer. With interface value Φ cos(qx), it varies as sinh(qz)/sinh(qt_f) in the film and as sinh[q(t_f + t_d − z)]/sinh(qt_d) in the dielectric. Continuity of the normal displacement at the interface gives

p − ε₀ε_b q coth(qt_f)Φ = ε₀ε_d q coth(qt_d)Φ. (22)

The electrostatic energy per area is half the mean of bound charge times potential, or pΦ/4. The Landau and gradient terms have means t_f u″p²/4 and t_f gq²p²/4. The sum is K(q)p²/4, with

K(q) = t_f(u″ + gq²) + 1/{ε₀q[ε_b coth(qt_f) + ε_d coth(qt_d)]}. (23)

For small q, q coth(qt) ≈ 1/t + q²t/3. The denominator in (23) becomes 1/κ + ε₀q²(ε_b t_f + ε_d t_d)/3, and expansion of its inverse gives

K(q) ≈ K(0) + t_f(g − g_c)q²,
g_c = κ²ε₀(ε_b t_f + ε_d t_d)/(3t_f). (24)

K(0) is the uniform stiffness (15). If g < g_c, the stiffness first falls as q grows: alternating charges partly cancel each other's field, and this saves more energy than the gradients cost. Whether K(q) reaches zero must be found from (23).

A negative K(q) proves instability. A positive one does not prove stability, because P may also vary with z. Allowing this variation enlarges the set of trial changes and can only lower the minimum.

**7. A worked stack**

Take t_f = 10 nm, a = −1.3×10⁹ m/F, b = 3.25×10¹⁰ m⁵/(F C²), ε_b = 20 and ε_d = 9. The free film has spontaneous polarization √(|a|/b) = 20 μC/cm² and an intrinsic coercive field of 1.0 MV/cm. From (3), k_b = 56.47 m²/F, while t_f a = −13.00 m²/F. Equation (10) gives, at P = 0,

1/C_f = 56.47 × (−13.00)/(56.47 − 13.00) = −16.89 m²/F.

A 1 nm dielectric has k_d = 12.55 m²/F. The total is −4.34 m²/F, so the state is unstable. A 2 nm dielectric has k_d = 25.10 m²/F, and the total is +8.21 m²/F. The boundary (17) is t_d* = 1.35 nm.

With 1 nm, K = −2.73 m²/F. The uniform film settles at a remanent 9.2 μC/cm², and its loop folds at ±0.118 V. With 2 nm, K = 4.38 m²/F, and for small voltages around zero the uniform model gives

C = 1/8.21 F/m² = 12.2 μF/cm²,

against 3.98 μF/cm² for the dielectric alone, a gain of 25.10/8.21 = 3.06.

At 0.5 V, equations (5) and (6) give P = 6.17 μC/cm² and Q = 4.88 μC/cm². The film voltage is −0.726 V and the dielectric voltage is 25.10 × 0.04883 = 1.226 V. The dielectric carries more than the applied voltage because the film voltage is negative.

The exception of Section 3 appears if ε_b is raised to 100 with the 2 nm dielectric and all else held fixed. The total is then +111 m²/F, but the lowest eigenvalue of H is −4.8 m²/F.

**8. Does the uniform state survive?**

Take a rough gradient coefficient g = 10⁻¹⁰ m³/F. For the 2 nm dielectric, g_c = 1.94×10⁻⁸ m³/F, nearly two hundred times larger. The lowest value of (23) at P = 0 is −8.3 m²/F, at a period of 5.1 nm. When P may also vary through the film, with no surface energy added, a finite-element calculation gives −10.7 m²/F at a period of 6.1 nm. The state that passed the uniform test is unstable to domains, so the gain of 3.06 belongs to a state that this film would leave. The domain state it enters is not computed here; it may keep a smaller gain above one.

Bias does not rescue the operating point. A uniform P adds 3t_f bP² to the stiffness of every stripe mode. At 0.5 V this is 975 × 0.0617² = 3.7 m²/F, too little to offset −10.7 m²/F. Stability to stripes returns at P = √(10.74/975) = 0.105 C/m², or 10.5 μC/cm². There u′ = −0.99×10⁸ V/m and Q = P + ε₀ε_b u′ = 0.0875 C/m², so the dielectric field is about 11 MV/cm. That exceeds the rough breakdown field of 10 MV/cm, which the uniform solution reaches at 1.04 V. The margin is small and rests on two rough values: a g three times larger lowers the threshold field to about 10 MV/cm, and a still larger g puts it below. The loss of gain is the firmer point: at this P, s = −13.00 + 10.74 = −2.26 m²/F, (10) gives 1/C_f = −2.35 m²/F, and the gain is only 25.10/22.75 = 1.10.

A thinner film does restore stability within the model, but at the cost of most of the gain. With the 2 nm dielectric and all material parameters held fixed, the lowest stripe stiffness at P = 0 becomes positive below t_f ≈ 1.6 nm, for periods searched between about 1 and 63 nm. The simpler trial (23) puts this limit at 2.2 nm, which is too generous, as expected of an upper bound. Both lengths are only a few lattice cells, where a continuum energy with bulk coefficients is doubtful. Even if it holds, (10) gives 1/C_f = −2.7 m²/F at t_f = 1.6 nm, and the gain is only 25.1/22.4 = 1.12.

**9. Leakage and temperature**

Suppose charge tunnels through the dielectric to the inner interface. For barrier height B and mass m, the semiclassical exponent is

S = (2/ħ)∫₀^(t_d) √[2m(B − eE_d x)] dx
= 4√(2m)[B^(3/2) − (B − eE_d t_d)^(3/2)]/(3ħeE_d), (25)

valid here because eE_d t_d = 1.23 eV is below the rough barrier B = 3 eV. With m = 0.3 electron masses and E_d = 6.13 MV/cm, the field of the uniform state at 0.5 V, S = 17.3. Multiplying e^(−S) by the triangular-barrier prefactor e³E_d²m_e/(16π²ħBm) gives about 2 A/cm². That prefactor belongs to a triangular barrier, whereas the barrier here is trapezoidal, so the true current may be more than ten times larger. If the interface has enough electron states to supply or receive it, the electrode charge of 4.88 μC/cm² would pass within microseconds or less. If such leakage ties the interface to the nearby electrode, the dielectric no longer sustains a voltage. This is the limit k_d → 0 in (14): κ vanishes, K tends to s, and the negative-curvature state loses its support. The stabilization is then temporary.

Temperature enters through a. Assume that a is linear in temperature and vanishes at a rough 700 K, with its stated value at 300 K and the other parameters fixed. The uniform gain is then 2.2 at 358 K and 5.8 at 233 K. Cooling deepens the negative curvature and brings the total inverse capacitance closer to zero. Uniform stability is lost below about 165 K. A large gain is thus bought with a small margin.

**10. The real case**

These parameters lie in the regime of a 10 nm hafnium zirconium oxide film on alumina, for which 20 μC/cm² and 1 MV/cm are rough typical values of polarization and coercive field. Such films can be polycrystalline and can switch through domains, so a measured coercive field need not equal the intrinsic one used to set a. The result is sensitive to this choice: doubling |a| with all else fixed raises t_d* in (17) from 1.35 to 3.8 nm. The assumption most at risk is uniformity. Within this model and with the rough g = 10⁻¹⁰ m³/F, dropping it moves the stiffness of the 2 nm stack from +4.4 to −10.7 m²/F. A design that relies on the uniform state therefore needs K > 0, positive stiffness for all nonuniform modes, and an interface that stays free of leaked charge during operation.

Calculated quantities

```
Landau a = -1.300e+09 m/F; b = 3.250e+10 m^5/(F C^2)
relative permittivities: background 20, dielectric 9
thicknesses: ferroelectric 10.0, dielectrics 1.0 and 2.0 nm
spontaneous polarization = 20.00 uC/cm2
intrinsic coercive field = 1.001 MV/cm
random stacks: checked 568, stable 257, exceptions 177
tf*a = -13.000 m2/F; kb = 56.470 m2/F
ferroelectric 1/Cf at P=0 = -16.888 m2/F
dielectric 1/Cd: 1 nm 12.549, 2 nm 25.098 m2/F
total 1/C: 1 nm -4.339, 2 nm 8.210 m2/F
reduced stiffness K: 1 nm -2.733, 2 nm 4.376 m2/F
critical dielectric thickness = 1.3457 nm (Hessian 1.3457 nm)
exception, background 100: total 1/C 111.17, lowest eigenvalue -4.802 m2/F
1 nm stack: remanent P = 9.170 uC/cm2; fold voltage = 0.1179 V
2 nm stack: relaxation rate = 0.3366 in units of |a|/viscosity
open circuit 1 nm: rigid film 43.471, split film -1.027 m2/F
open circuit 2 nm: split film 1.758 m2/F
2 nm stack capacitance = 12.180 uF/cm2
2 nm dielectric alone = 3.984 uF/cm2; gain = 3.057
at 0.50 V: P = 6.168, Q = 4.883 uC/cm2
at 0.50 V: ferroelectric -0.7256 V, dielectric 1.2256 V
at 0.50 V: fields -0.726 and 6.128 MV/cm
gradient coefficient g = 1.00e-10; critical g = 1.942e-08 m3/F
stripe trial: lowest K = -8.335 m2/F at period 5.08 nm
full stripe mode: lowest K = -10.742 m2/F at period 6.05 nm
stripe-stable ferroelectric limit: trial 2.158, full 1.587 nm
same full limit on half the mesh = 1.587 nm
negative curvature ends at P = 11.547 uC/cm2, V = 1.453 V
dielectric field at that end = 12.266 MV/cm
rough breakdown field 10.0 MV/cm is reached at 1.037 V
tunnel barrier = 3.0 eV; mass = 0.3 electron masses
tunnel exponent at 0.50 V = 17.29; current ~ 2.0e+00 A/cm2
time to pass the electrode charge ~ 2.5e-06 s
rough temperature where a vanishes = 700 K
233 K: total 1/C = 4.342 m2/F; gain = 5.780
300 K: total 1/C = 8.210 m2/F; gain = 3.057
358 K: total 1/C = 11.259 m2/F; gain = 2.229
uniform stability of the 2 nm stack is lost below 165.4 K
```
